\section*{A Time-Reversible Adaptive Verlet Integrator for Repeated Close Atomic Collisions}

\section{Definitions and conventions}

Atoms of equal mass $m$ have positions and velocities collected in the vectors $q$ and $v$. Their energy is
\begin{equation}
H(q,v)=\tfrac12 m\,v\cdot v+V(q),\qquad F=-\nabla V .
\end{equation}
A dot denotes the time derivative along the exact motion, $V''$ is the matrix of second derivatives, and $F^2=F\cdot F$. Lengths are in nm, times in fs and energies in eV. The Gaussian constant is $e^2=1.440$ eV nm.

A \emph{step density} $\rho$ sets the step length through
\begin{equation}
h=\varepsilon/\rho ,
\end{equation}
where $\varepsilon$ is a small constant with the unit of time. The desired density is a smooth function $\rho_*(q)>0$, with $s=1/\rho_*$. For a repulsive potential, $V\ge 0$, we take
\begin{equation}
\rho_*=1+\frac{V}{V_0},\qquad
G\equiv\frac{d\ln\rho_*}{dt}=\frac{\dot V}{V_0+V}=-\frac{F\cdot v}{V_0+V}. \label{G}
\end{equation}
Steps therefore shorten when atoms approach closely. The rate $G$ needs no force evaluation beyond those of Verlet, and it is odd in $v$.

Naive selection uses $h_n=\varepsilon s(q_n)$, the density at the start of the step. An energy \emph{drift} means a change that accumulates from collision to collision, as distinct from an error that appears during a collision and then disappears.

\section{The symmetric recursion}

Introduce a fictitious time $\tau$ in which all steps have length $\varepsilon$:
\begin{equation}
\frac{dt}{d\tau}=\frac1\rho,\qquad \frac{d\rho}{d\tau}=G .
\end{equation}
Dividing the second equation by the first gives $\dot\rho=\rho G$. Hence $d\ln(\rho/\rho_*)/dt=G-G=0$, and a density started at $\rho_*$ stays there in the continuous problem. One step of the discrete algorithm is
\begin{align}
\rho_{n+1/2}&=\rho_n+\tfrac12\varepsilon G_n,\qquad h=\varepsilon/\rho_{n+1/2}, \label{r1}\\
u&=v_n+\frac{h}{2m}F_n,\qquad q_{n+1}=q_n+hu, \label{r2}\\
v_{n+1}&=u+\frac{h}{2m}F_{n+1}, \label{r3}\\
\rho_{n+1}&=\rho_{n+1/2}+\tfrac12\varepsilon G_{n+1}. \label{r4}
\end{align}
Joining two consecutive half-updates gives $\rho_{n+1/2}=\rho_{n-1/2}+\varepsilon G_n$. The recursion is explicit, because $G_{n+1}$ is evaluated after $v_{n+1}$ is known.

To prove reversibility, start from $(q_{n+1},-v_{n+1},\rho_{n+1})$. Since $G$ is odd, the first half-update gives
\begin{equation}
\rho_{n+1}+\tfrac12\varepsilon G(q_{n+1},-v_{n+1})
=\rho_{n+1}-\tfrac12\varepsilon G_{n+1}=\rho_{n+1/2},
\end{equation}
so the same $h$ is used. The kick gives $-v_{n+1}+hF_{n+1}/2m=-u$, the position update gives $q_{n+1}-hu=q_n$, and the second kick gives $-u+hF_n/2m=-v_n$. The last half-update returns $\rho_{n+1/2}-\frac12\varepsilon G_n=\rho_n$. In exact arithmetic the step is thus reversible, provided $\rho$ stays positive.

The density belongs to the state and must be kept when the velocities are reversed. Resetting $\rho$ to $\rho_*$ during a run sends different values of $\rho$ to the same value, so it cannot be inverted. Naive selection fails for a different reason: its reversed step uses $s(q_{n+1})$ instead of $s(q_n)$.

\section{Energy error of one Verlet step}

Let subscripts 0 and 1 mark the ends of one step, and let $[X]=X_1-X_0$. From $v_0=u-hF_0/2m$ and $v_1=u+hF_1/2m$, the kinetic energy changes by
\begin{align}
\Delta K&=\frac m2(v_1^2-v_0^2)\nonumber\\
&=\frac h2u\cdot(F_0+F_1)+\frac{h^2}{8m}[F^2]. \label{dK}
\end{align}
The position moves along the straight line $q_0+\theta hu$, $0\le\theta\le1$. Put $f(\theta)=dV/d\theta=-hu\cdot F$, so that $f'=h^2u\cdot V''u$. The trapezoidal rule with its first end correction is
\begin{equation}
\int_0^1 f\,d\theta=\tfrac12(f_0+f_1)-\tfrac1{12}(f'_1-f'_0)+O(h^5).
\end{equation}
The remainder has this order because the next correction contains the difference of $f'''$, which is itself of order $h^4$, between the two ends. Therefore
\begin{equation}
\Delta V=-\frac h2u\cdot(F_0+F_1)-\frac{h^2}{12}[u\cdot V''u]+O(h^5). \label{dV}
\end{equation}
The work terms cancel in the sum:
\begin{equation}
\Delta H=\frac{h^2}{8m}[F^2]-\frac{h^2}{12}[u\cdot V''u]+O(h^5). \label{dH1}
\end{equation}

We now replace $u$ by the velocities at the ends, $u=v_1-hF_1/2m=v_0+hF_0/2m$:
\begin{equation}
[u\cdot V''u]=[v\cdot V''v]-\frac hm\left(v_1\cdot V''_1F_1+v_0\cdot V''_0F_0\right)+O(h^3).
\end{equation}
The terms quadratic in $F$ carry $h^2$ and enter as a difference between the ends, so they belong to the remainder. Since $\dot F=-V''v$, we have $d(F^2)/dt=-2F\cdot V''v$. The trapezoidal rule in time then gives
\begin{equation}
[F^2]=-h\left(F_1\cdot V''_1v_1+F_0\cdot V''_0v_0\right)+O(h^3),
\end{equation}
and hence $[u\cdot V''u]=[v\cdot V''v]+[F^2]/m+O(h^3)$. Inserting this in \eqref{dH1}, with $1/8-1/12=1/24$, yields
\begin{equation}
\Delta H=-h^2[H_2]+O(h^5),\qquad
H_2=\frac{v\cdot V''v}{12}-\frac{F^2}{24m}. \label{H2}
\end{equation}
With fixed $h$, the quantity $H+h^2H_2$ is therefore constant up to $O(h^4)$ over a finite time. In the three-atom collision described below, halving $h$ from 0.02 to 0.01 fs reduced its largest deviation by a factor of 16.00, as a fourth-order remainder requires.

\section{Energy change over a collision}

When the step varies, the terms $-h_n^2[H_2]_n$ no longer telescope. Over one step, $[H_2]_n=h_n\dot H_2+O(h^3)$ with the derivative taken at mid-step. The numerical trajectory differs from the exact one by $O(\varepsilon^2)$ over a finite time. This alters the total energy change only at $O(\varepsilon^4)$, as do the accumulated remainders of \eqref{H2}. What matters is where $s$ is sampled.

For the reversible scheme, \eqref{r1} and \eqref{r4} give
\begin{equation}
\rho_{n+1}-\rho_n=\tfrac12\varepsilon(G_n+G_{n+1}),
\end{equation}
a second-order trapezoidal approximation to $d\rho/d\tau=G$. Thus $\rho_n=\rho_*(q_n)+O(\varepsilon^2)$ over a finite interval. The half-update carries the density to mid-step, so $h_n=\varepsilon s_{\rm mid}+O(\varepsilon^3)$. The sum becomes a midpoint quadrature, whose own relative error is $O(\varepsilon^2)$:
\begin{equation}
\Delta E_{\rm rev}=-\varepsilon^2\int s^2\dot H_2\,dt+O(\varepsilon^4). \label{rev}
\end{equation}

For naive selection, $s_n=s-\frac12h\dot s+O(\varepsilon^2)$, with the right-hand side evaluated at mid-step. Using $h=\varepsilon s$ to leading order,
\begin{equation}
s_n^2=s^2-hs\dot s+O(\varepsilon^2)=s^2-\varepsilon s^2\dot s+O(\varepsilon^2),
\end{equation}
and the energy change is
\begin{equation}
\Delta E_{\rm naive}=-\varepsilon^2\int s^2\dot H_2\,dt
+\varepsilon^3 I_3+O(\varepsilon^4),\quad
I_3=\int s^2\dot s\,\dot H_2\,dt. \label{naive}
\end{equation}

In an isolated binary collision, $s$ and $H_2$ are even in time about closest approach. The first integrand is then odd and its integral vanishes over a symmetric interval. In $I_3$ two odd factors multiply, and the contributions from approach and separation add.

The reversible scheme has a stronger property here. Write its map formally as $\Phi=\exp(\varepsilon D)$, where $D$ generates a modified flow as a power series in $\varepsilon$. If $R$ reverses velocities, then $R\Phi R=\Phi^{-1}$, and uniqueness of the formal logarithm gives $RDR=-D$. In the centre-of-mass frame, the modified flow of a head-on collision reaches a state in which both atoms are at rest. That state is unchanged by $R$, so the outgoing orbit mirrors the incoming one. In an oblique collision, $R$ is combined with a reflection about the line joining the atoms at closest approach. At mirrored endpoints every power of $\varepsilon$ in the energy change vanishes. The argument does not exclude terms smaller than every power, or round-off.

Collisions that overlap in time need not have this symmetry, and then the $\varepsilon^2$ integral in general survives for both schemes. Under time reversal of the trajectory this integral changes sign, whereas $I_3$ does not. If each collision and its reverse occur with equal weight, the $\varepsilon^2$ errors average to zero and the $\varepsilon^3$ error of naive selection remains. A cascade started by one fast atom is not in equilibrium and does not guarantee this equal weight.

\section{The sign of the naive drift}

An exponential repulsion $V=Ae^{-r/\lambda}$ shows how the drift depends on energy. Consider a head-on collision with reduced mass $\mu$, relative energy $E$ and incoming speed $v_\infty=\sqrt{2E/\mu}$. Here $\dot r^2=2(E-V)/\mu$, $V''=V/\lambda^2$ and $|F|=V/\lambda$. For the relative coordinate $\mu$ replaces $m$ in \eqref{H2}, so
\begin{equation}
H_2=\frac{4EV-5V^2}{24\mu\lambda^2}.
\end{equation}
On approach $\dot V=V|\dot r|/\lambda$, and $ds/dV=-V_0/(V_0+V)^2$. Changing the variable from $t$ to $V$, with a factor 2 for the two halves, gives
\begin{equation}
I_3=-\frac{2}{\lambda}\int_0^E
\frac{V_0^3V}{(V_0+V)^4}\,
\frac{4E-10V}{24\mu\lambda^2}
\sqrt{\frac{2(E-V)}{\mu}}\,dV .
\end{equation}
For $E\gg V_0$, the main contribution comes from $V\sim V_0\ll E$. Since $\int_0^\infty x(1+x)^{-4}dx=1/6$,
\begin{equation}
I_3\simeq-\frac{E V_0v_\infty}{18\mu\lambda^3}. \label{high}
\end{equation}
For $E\ll V_0$, the first fraction becomes $V/V_0$. With $x=V/E$,
\begin{equation}
\int_0^1x(4-10x)\sqrt{1-x}\,dx
=\frac{16}{15}-\frac{32}{21}=-\frac{16}{35},
\end{equation}
and therefore
\begin{equation}
I_3\simeq+\frac{4E^3v_\infty}{105\,\mu\lambda^3V_0}.
\end{equation}
In this model naive selection removes energy from hard collisions and adds it to soft ones. The leading drift must vanish at some intermediate energy, so a small drift at one energy does not establish reversibility.

\section{Silicon collisions}

The pair energy for the numerical cases is the Ziegler--Biersack--Littmark (ZBL) repulsion,
\begin{align}
\phi(r)&=\frac{Z^2e^2}{r}\sum_{i=1}^4c_i e^{-d_i r/a},\qquad Z=14,\\
c&=(0.1818,\,0.5099,\,0.2802,\,0.02817),\nonumber\\
d&=(3.2,\,0.9423,\,0.4029,\,0.2016),\nonumber
\end{align}
with $a=0.01277$ nm. The mass is 28.085 u and $V_0=100$ eV.

\subsection{Single collisions}

Two free atoms meet at a relative kinetic energy of 1 keV. For the head-on case, integration along an independently computed high-order trajectory gives $I_3=-275.5$ eV/fs$^3$. At $\varepsilon=0.01$ fs the predicted naive change is
\begin{equation}
(0.01)^3(-275.5)=-2.755\times10^{-4}\ {\rm eV},
\end{equation}
and the integrator gives $-2.755\times10^{-4}$ eV. Doubling $\varepsilon$ gives $-2.205\times10^{-3}$ eV, a measured order of 3.000. The reversible change at this larger $\varepsilon$ is $1.4\times10^{-9}$ eV. At an impact parameter of 0.03 nm the coefficient falls to $-137.9$ eV/fs$^3$, and prediction and measurement again agree at $-1.379\times10^{-4}$ eV.

To remove the symmetry, a 500 eV atom starts at $(-0.30,0.01)$ nm moving along $x$, and a 300 eV atom at $(0.02,-0.26)$ nm moving along $y$. Both converge on a third atom at rest at the origin. All three are free, and the motion is followed for 12 fs. Over this interval the $\varepsilon^2$ coefficient is $-2.168$ eV/fs$^2$ and $I_3=-7.707$ eV/fs$^3$. The atoms still interact weakly at the ends of the interval. Extending the same trajectory to run from 20 fs before the start to 40 fs after it changes the first coefficient to $-2.241$ eV/fs$^2$, a shift of about 3\%. At $\varepsilon=0.1$ fs the leading estimates are
\begin{align}
\Delta E_{\rm rev}&\simeq-0.0217\ {\rm eV},\\
\Delta E_{\rm naive}&\simeq-0.0217-0.0077=-0.0294\ {\rm eV}.
\end{align}
The computed changes are $-0.0217$ and $-0.0294$ eV. Reversibility has removed the cubic part and left the larger quadratic part. Yet after 160 steps forward and 160 back at this $\varepsilon$, the reversible scheme recovers the initial positions to round-off ($6\times10^{-17}$ nm in this run), while the naive scheme misses by $5.3\times10^{-4}$ nm. Accurate retracing and energy conservation are different properties.

\subsection{Five hundred close collisions}

Two atoms now move in a one-dimensional periodic cell of length $L=0.5431$ nm. Their separation $x$ feels $\phi(x)+\phi(L-x)$, so they collide alternately from either side. The total energy in the centre-of-mass frame is 1 keV and the closest approach is 0.0376 nm. Both adaptive schemes use $\varepsilon=0.1$ fs and the same $\rho_*$. They need 103.4 (reversible) and 103.7 (naive) steps per collision, so their costs are nearly equal.

The isolated-pair coefficient predicts a naive change of $(0.1)^3(-275.5)=-0.2755$ eV per collision. The mean over the first ten is $-0.2765$ eV. At the predicted rate, 500 collisions would remove 138 eV; the run loses 120 eV, or 12\% of the initial energy. A loss rate that falls as the energy falls agrees in direction with \eqref{high}. That formula is a limit for an exponential repulsion and does not give the rate for the ZBL potential, whose $I_3$ was not recomputed along the run.

The energy is recorded at the first step after each passage through mid-cell. The reversible scheme has a largest error there of $2.5\times10^{-4}$ eV. The fitted slope of $-1.0\times10^{-8}$ eV per collision is smaller than its standard error, about $2\times10^{-8}$ eV, so no drift is resolved. Its density stays within 0.16\% of $\rho_*$. During collisions its energy departs from the initial value by up to 1.62 eV, but this error is returned.

Verlet with a fixed step is also reversible. At the mean step of the reversible run, 0.0425 fs, its largest error during collisions is 2.32 eV. Adaptivity thus lowers the peak error by 30\% at this single energy, a modest gain. At mid-cell the fixed step is the better one, with a largest error of $8.5\times10^{-6}$ eV. This follows from the sampling. Near mid-cell $H_2$ is even about the centre, and the recorded point overshoots by at most about one step. The error is then $h^2$ times a change in $H_2$ proportional to $h^2$. The adaptive step there is close to 0.1 fs, so the expected ratio is about $(0.1/0.0425)^4\approx31$; the observed ratio is 30.

\section{Use in implantation cascades}

For equal masses, a centre-of-mass energy of 1 keV corresponds to a 2 keV silicon recoil striking an atom at rest, which lies in the regime of low-energy implantation. The long sequence of equally hard collisions does not. A real recoil shares its energy among many atoms and also loses energy to electrons. With the Lindhard--Scharff stopping estimate, a silicon atomic density of $8/L^3$, and each atom moving at half the initial relative speed over half the path $L-2r_{\min}$, the pair loses about 9 eV per collision. That is some 33 times the early naive drift, so the cell run tests the integrator and does not predict slowing down. For scale, ten collisions at the early naive rate would remove 2.8 eV, comparable with a silicon bond energy of roughly 2.3 eV. Bonding, absent from the ZBL repulsion, is small beside 1 keV but cannot be neglected when recoils come to rest or defects form. The thermal energy $k_BT$ at 300 K is 0.026 eV, and the next periodic image contributes 0.0014 eV at closest approach. The de Broglie wavelength is 0.6\% of the closest approach, which supports classical trajectories here.

Two conditions limit the transfer of this density to a full cascade. First, \eqref{G} requires $V_0+V>0$, which an attractive potential can violate. Second, the total $V$ grows with the number of atoms, so many weak interactions could shorten every step. Another smooth, positive $\rho_*(q)$ that responds to the hardest local encounter can be used with $G=v\cdot\nabla\ln\rho_*$, and the reversibility proof is unchanged. In either case $\varepsilon|G|/\rho$ must remain small, so that the density changes little in one step and stays positive. The remaining values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
silicon mass: 28.085 u
Coulomb constant e^2 (Gaussian): 1.43996 eV nm
ZBL screening length: 0.0127674 nm
cell length: 0.5431 nm
centre-of-mass energy: 1000 eV
density scale V0: 100 eV
step parameter eps in cell: 0.1 fs
relative speed: 0.117226 nm/fs
closest approach: 0.0375635 nm
binary b=0 nm, eps^3 coefficient: -275.496 eV/fs^3
binary b=0 nm, naive change at eps=0.01 fs: -0.000275516 eV
binary b=0 nm, predicted naive change: -0.000275496 eV
binary b=0 nm, measured order: 3.00032
binary b=0 nm, naive change at eps=0.02 fs: -0.00220461 eV
binary b=0 nm, reversible change at eps=0.02 fs: 1.37288e-09 eV
binary b=0.03 nm, eps^3 coefficient: -137.877 eV/fs^3
binary b=0.03 nm, naive change at eps=0.01 fs: -0.000137885 eV
binary b=0.03 nm, predicted naive change: -0.000137879 eV
binary b=0.03 nm, measured order: 3.00017
binary b=0.03 nm, naive change at eps=0.02 fs: -0.00110321 eV
binary b=0.03 nm, reversible change at eps=0.02 fs: -4.03122e-09 eV
fixed step: residue ratio of H+h^2 H2 on halving h: 16.0038
three atoms, eps^2 coefficient: -2.16758 eV/fs^2
three atoms, eps^3 coefficient: -7.7068 eV/fs^3
three atoms, reversible change at eps=0.01 fs: -0.000216749 eV
three atoms, predicted reversible change: -0.000216758 eV
three atoms, naive change at eps=0.01 fs: -0.000224459 eV
three atoms, predicted naive change: -0.000224465 eV
density mismatch ratio on halving eps: 4.00002
three atoms, reversible change at eps=0.1 fs: -0.0216739 eV
three atoms, naive change at eps=0.1 fs: -0.0294113 eV
return error after 160 steps each way, reversible: 6.245e-17 nm
return error after 160 steps each way, naive: 0.000532746 nm
cell: collisions: 500
cell: reversible steps per collision: 103.392
cell: naive steps per collision: 103.734
cell: mean reversible step: 0.0424958 fs
cell: shortest reversible step: 0.00911339 fs
cell: naive energy change, all collisions: -120.123 eV
cell: naive change per collision, first 10: -0.276496 eV
cell: leading prediction per collision: -0.275496 eV
cell: reversible largest mid-cell error: 0.000251787 eV
cell: reversible fitted drift per collision: -1.04775e-08 eV
cell: reversible largest error in collisions: 1.61622 eV
cell: fixed-step largest error, same mean step: 2.31504 eV
cell: fixed-step largest mid-cell error: 8.48127e-06 eV
cell: largest |rho/rho_star - 1|: 0.00151731
neglected: electronic loss of pair per collision: 9.21459 eV
neglected: bond energy, rough input: 2.3 eV
neglected: thermal energy kT at 300 K: 0.025852 eV
neglected: next image at closest approach: 0.00142875 eV
neglected: de Broglie wavelength / closest approach: 0.00645317
\end{verbatim}
